# Counting magnetic anisotropy constants for the eleven Laue classes

Turn the magnetization of a single-crystal sphere slowly through all directions and record the torque. The demagnetizing energy density of a uniformly magnetized sphere, \(\mu_0M^2/6\), is isotropic as long as the magnitude \(M\) does not depend on direction, so the torque reveals how the crystal's energy depends on the direction of magnetization. If \(M\) does vary with direction, this energy adds a term with the symmetry of the crystal (about 4 kJ/m³ for a 0.5 % variation at \(M=1.4\) MA/m); it shifts the fitted values but not their number. To fit the data one must know how many independent coefficients the crystal symmetry permits, and which functions they multiply. Omitting an allowed function can bias the fitted coefficients when the fitting functions are not orthogonal to it; using more invariant functions than are linearly independent leaves coefficients undetermined.

## Setting and theorem

Let \(\mathbf m=(x,y,z)\) be the unit vector along a uniform magnetization and \(E(\mathbf m)\) the anisotropy energy density. The assumptions are:

1. Temperature is fixed, and any imposed strain respects the point group \(G\) of the paramagnetic parent phase.
2. \(E\) has the symmetry of that phase, which includes \(G\) and time reversal.
3. \(E\) is expanded in polynomials of the components of \(\mathbf m\), in crystal axes fixed beforehand.

The axis \(z\) is the principal axis, and in dihedral classes \(x\) is a twofold axis of the Laue class. In mm2, 3m, 4mm and 6mm, which have no twofold axis perpendicular to \(z\) of their own, this is the normal of a mirror plane. For cubic crystals \(x,y,z\) are the cube axes. The number of *new constants at order \(l\)*, called \(n_l\), is the number of independent invariant functions of degree at most \(l\), minus the number already available at lower degree. The constant function, \(l=0\), is no anisotropy.

**Theorem.** Odd orders vanish. For even \(l\),
\[
n_l=\frac1{|P|}\sum_{R\in P}\chi_l(\theta_R),\qquad
\chi_l(\theta)=\frac{\sin[(l+\tfrac12)\theta]}{\sin(\theta/2)},
\]
where \(P\) is the rotation group of the Laue class and \(\theta_R\) the rotation angle. Explicitly:

- \(C_n\) (classes \(\bar1\), 2/m, \(\bar3\), 4/m, 6/m, with \(n=1,2,3,4,6\)): \(n_l=1+2\lfloor l/n\rfloor\).
- \(D_n\) (classes mmm, \(\bar3\)m, 4/mmm, 6/mmm, with \(n=2,3,4,6\)): \(n_l=1+\lfloor l/n\rfloor\).
- m\(\bar3\)m: \(n_l=N(l)\), the number of pairs of non-negative integers with \(4a+6b=l\).
- m\(\bar3\): \(n_l=N(l)+N(l-6)\), with \(N=0\) for negative argument.

## Three lemmas

**Lemma 1 (only the Laue class matters).** \(E(-\mathbf m)=E(\mathbf m)\), and \(E\) is invariant under the rotation group \(P\) of the Laue class.

*Proof.* Time reversal changes the sign of \(\mathbf m\) and leaves the energy unchanged, hence \(E\) is even. Magnetization is an axial vector, so an operation \(R\in G\) acts on it as the proper rotation \(\det(R)R\). These rotations form a group \(P\), because determinants multiply. The Laue group is obtained by adding inversion to \(G\); it consists of the matrices \(\pm R\), and its proper members are exactly the \(\det(R)R\). Thus all point groups in one Laue class share the same \(P\). \(\square\)

If something magnetic is held fixed while \(\mathbf m\) is reversed, such as the frozen spin order of an exchange-coupled antiferromagnet, assumption 2 fails; an odd term such as \(-\mathbf h\cdot\mathbf m\) with fixed \(\mathbf h\) is then no longer excluded.

**Lemma 2 (order means harmonic order).** On the unit sphere, the homogeneous polynomials of even degree \(L\) span the spherical harmonics with \(l=0,2,\dots,L\), and nothing else.

*Proof.* The functions \(r^{L-l}\,r^lY_{lm}\), with \(l\) even and \(l\le L\), are homogeneous polynomials of degree \(L\), since \(L-l\) is even. They are independent because the \(Y_{lm}\) are orthogonal. Setting \(l=2j\), their number is
\[
\sum_{j=0}^{L/2}(4j+1)=(L+1)\left(\frac L2+1\right)=\frac{(L+1)(L+2)}2 ,
\]
which is the number of monomials of degree \(L\) in three variables. They therefore form a basis. \(\square\)

Rotations do not mix different \(l\). The new constants at order \(l\) are thus the invariant combinations of the \(2l+1\) harmonics of that \(l\).

**Lemma 3 (counting by a trace).** The number of these combinations is the group average of \(\chi_l\).

*Proof.* Let \((U_Rf)(\mathbf m)=f(R^{-1}\mathbf m)\) and \(\Pi=|P|^{-1}\sum_RU_R\). Multiplying by \(U_S\) permutes the terms, so \(U_S\Pi=\Pi\) and \(\Pi^2=\Pi\). Every \(\Pi f\) is invariant, and an invariant \(f\) satisfies \(\Pi f=f\). Hence \(\Pi\) projects onto the invariants, and its trace is their number.

The trace of \(U_R\) does not depend on the direction of the rotation axis, so take it along \(z\). Then \(U_RY_{lm}=e^{-im\theta}Y_{lm}\), and
\[
\chi_l=\sum_{m=-l}^{l}e^{-im\theta}=1+2\sum_{m=1}^{l}\cos m\theta .
\]
Multiply by \(\sin(\theta/2)\) and use \(2\cos m\theta\sin(\theta/2)=\sin[(m+\tfrac12)\theta]-\sin[(m-\tfrac12)\theta]\). The sum telescopes to \(\sin[(l+\tfrac12)\theta]\). At \(\theta=0\) the value is \(2l+1\). \(\square\)

## Proof of the theorem

**Cyclic classes.** A rotation by \(2\pi/n\) about \(z\) leaves \(Y_{lm}\) unchanged when \(m\) is a multiple of \(n\). The allowed values \(0,\pm n,\pm2n,\dots\) number \(1+2\lfloor l/n\rfloor\).

**Dihedral classes.** \(D_n\) contains the \(n\) rotations of \(C_n\), whose characters sum to \(n(1+2\lfloor l/n\rfloor)\), and \(n\) perpendicular twofold rotations. For the latter \(\chi_l(\pi)=(-1)^l=1\). Therefore
\[
n_l=\frac{n(1+2\lfloor l/n\rfloor)+n}{2n}=1+\lfloor l/n\rfloor .
\]

**Cubic classes.** Write \(a_l=\chi_l(2\pi/3)\), equal to \(1,0,-1\) for \(l\equiv0,1,2\) modulo 3, and \(b_l=\chi_l(\pi/2)=(-1)^{l/2}\) for even \(l\). The group of m\(\bar3\)m has the identity, 9 twofold, 8 threefold and 6 fourfold rotations. That of m\(\bar3\) has the identity, 3 twofold and 8 threefold rotations. So
\[
n_l^{\mathrm{m\bar3m}}=\frac{2l+10+8a_l+6b_l}{24},\qquad
n_l^{\mathrm{m\bar3}}=\frac{2l+4+8a_l}{12}.
\]
For \(l=0,2,4,6,8,10\) these give \(1,0,1,1,1,1\) and \(1,0,1,2,1,2\). Since \(a_l\) and \(b_l\) repeat when \(l\) grows by 12, the counts then grow by 1 and 2.

The pair count obeys the same rule. Put \(l=2j\), so that \(2a+3b=j\). Solutions for \(j+6\) with \(a\ge3\) correspond one to one to solutions for \(j\), by \(a\to a-3\). Among \(a=0,1,2\), exactly one makes \(j+6-2a\) divisible by 3, and this number is positive. Hence \(N(l+12)=N(l)+1\). Directly, \(N=1,0,1,1,1,1\) for \(l=0,\dots,10\), which proves the m\(\bar3\)m formula.

For m\(\bar3\), the sum \(N(l)+N(l-6)\) starts as \(1,0,1,2,1,2\). It grows by 2 when \(l\) grows by 12: the second term gains 1 also for \(l=0,2,4\), where it rises from 0 to \(N(6)=N(8)=N(10)=1\). \(\square\)

**Two limits.** For \(n\to\infty\) at fixed \(l\), a single constant per order remains: the energy depends on the polar angle alone. For large \(l\) and fixed \(P\), the identity contributes \((2l+1)/|P|\) while the other characters stay bounded. Higher symmetry thus slows the growth in the number of constants without stopping it.

## The invariants

**Proposition 1 (cubic).** Define
\[
s=x^2y^2+y^2z^2+z^2x^2,\quad p=x^2y^2z^2,\quad
d=(x^2-y^2)(y^2-z^2)(z^2-x^2).
\]
The products \(s^ap^b\) with \(4a+6b\le L\) are a basis of the m\(\bar3\)m invariants through order \(L\). For m\(\bar3\) one adds \(d\,s^ap^b\) with \(4a+6b+6\le L\).

*Proof.* Sign changes and permutations of the axes preserve \(s\) and \(p\); \(d\) survives cyclic permutations but changes sign under an exchange of two axes. For independence let \(X=x^2\), \(Y=y^2\), \(Z=1-X-Y\). Then
\[
\partial_Xs=Z-X,\quad \partial_Ys=Z-Y,\quad
\partial_Xp=Y(Z-X),\quad \partial_Yp=X(Z-Y),
\]
and the Jacobian is \((Z-X)(Z-Y)(X-Y)\), which is generally nonzero. So \((s,p)\) fills an open region, and a polynomial \(F(s,p)\) that vanishes on the sphere is identically zero. If \(F+dG=0\), exchanging two axes gives \(F-dG=0\), hence \(F=G=0\). The number of listed functions equals the sum of the \(n_l\) through \(L\), so none is missing. \(\square\)

Through order 8,
\[
E=K_0+K_1s+K_2p+K_3s^2\quad(\mathrm{m\bar3m}),
\]
with the additional term \(K_2'd\) at order 6 and no other in m\(\bar3\). There is no second-order term: cubic anisotropy starts at order 4.

**Proposition 2 (tetragonal and hexagonal).** Let \(u=x^2+y^2=\sin^2\theta\), with \(\theta,\phi\) now the polar and azimuthal angles of \(\mathbf m\), and \(n=4\) or 6. The functions \(u^a\,\mathrm{Re}(x+iy)^{nk}\), with \(2a+nk\le L\), are a basis for 4/mmm or 6/mmm. In 4/m and 6/m the imaginary parts with \(k\ge1\) are added.

*Proof.* Since \((x+iy)^{nk}=u^{nk/2}e^{ink\phi}\), a rotation by \(2\pi/n\) changes nothing. The twofold rotation about \(x\) sends \((x,y,z)\) to \((x,-y,-z)\), which preserves real parts and reverses imaginary parts. Different \(k\) are independent Fourier components, and different powers of \(u\) are independent. At degree \(l\) there are \(1+\lfloor l/n\rfloor\) real and \(\lfloor l/n\rfloor\) imaginary functions, as the theorem requires. \(\square\)

The anisotropy invariants through order 6 are:

- 4/mmm: \(u,\;u^2,\;u^3,\;u^2\cos4\phi,\;u^3\cos4\phi\). Class 4/m adds \(u^2\sin4\phi\) and \(u^3\sin4\phi\).
- 6/mmm: \(u,\;u^2,\;u^3,\;u^3\cos6\phi\). Class 6/m adds \(u^3\sin6\phi\).

Within the basal plane a hexagonal crystal is therefore isotropic through order 4, whereas a tetragonal one already distinguishes azimuths at order 4.

**Remark (trigonal).** For \(n=3\), \((x+iy)^3\) is odd in \(\mathbf m\) and needs a factor \(z\). The twofold rotation about \(x\) reverses both \(z\) and \(\sin3\phi\), so \(\bar3\)m permits \(\cos\theta\sin^3\theta\sin3\phi\) at order 4. If \(y\) is chosen as the twofold axis, \(\sin3\phi\) becomes \(\cos3\phi\).

## Conventional constants and harmonic amplitudes

The usual polynomials are convenient but not orthogonal, so one \(K_i\) can feed several harmonic orders.

**Proposition 3.** With \(H_4=s-\frac15\) and \(H_6=p-\frac1{11}H_4-\frac1{105}\), which have pure orders 4 and 6,
\[
K_1s+K_2p+K_2'd=\text{const}+\left(K_1+\frac{K_2}{11}\right)H_4+K_2H_6+K_2'd .
\]

*Proof.* A homogeneous polynomial of degree \(l\) is a pure harmonic if its Laplacian vanishes. Extend \(s\) and \(p\) off the sphere as polynomials. Then \(\nabla^2s=4r^2\) and \(\nabla^2r^4=20r^2\), so \(h_4=s-r^4/5\) is harmonic. Next, \(\nabla^2p=2s\), \(\nabla^2r^6=42r^4\), and \(\nabla^2(r^2h_4)=(6+4\cdot4)h_4=22h_4\). Hence
\[
\nabla^2\left(p-c\,r^2h_4-\frac{r^6}{105}\right)
=2s-\frac25r^4-22c\,h_4=(2-22c)h_4 ,
\]
which vanishes for \(c=1/11\). Finally, m\(\bar3\) and m\(\bar3\)m have equal counts for \(l\le4\), so every m\(\bar3\) invariant there is even under an exchange of axes. Since \(d\) is odd, it has no such component and is pure \(l=6\). Inserting \(s=\frac15+H_4\) and \(p=\frac1{105}+\frac1{11}H_4+H_6\) gives the result. \(\square\)

For the uniaxial part, substitute \(z^2=1-u\) in the Legendre polynomials \(P_l(z)\):
\[
P_2=1-\frac32u,\quad P_4=1-5u+\frac{35}8u^2,\quad
P_6=1-\frac{21}2u+\frac{189}8u^2-\frac{231}{16}u^3 .
\]
Solving in turn,
\[
\begin{aligned}
u&=\frac23-\frac23P_2,\\
u^2&=\frac8{35}(P_4-1+5u)=\frac8{15}-\frac{16}{21}P_2+\frac8{35}P_4,\\
u^3&=\frac{16}{231}\left(1-P_6-\frac{21}2u+\frac{189}8u^2\right)\\
&=\frac{16}{35}-\frac{16}{21}P_2+\frac{144}{385}P_4-\frac{16}{231}P_6 .
\end{aligned}
\]
The amplitudes of \(P_2,P_4,P_6\) in \(K_1u+K_2u^2+K_3u^3\) are thus
\[
\begin{aligned}
\kappa_2&=-\frac23K_1-\frac{16}{21}(K_2+K_3),\\
\kappa_4&=\frac8{35}K_2+\frac{144}{385}K_3,\qquad
\kappa_6=-\frac{16}{231}K_3 .
\end{aligned}
\]

The in-plane terms mix too. Let \(g=\mathrm{Re}(x+iy)^4\), which is harmonic, and \(\rho^2=x^2+y^2\). Then \(\nabla^2(\rho^2g)=4g+16g=20g\), while \(\nabla^2(r^2g)=22g\). So \(\rho^2g-\frac{10}{11}r^2g\) is harmonic, and the \(l=4\) part of \(u^3\cos4\phi\) is \(\frac{10}{11}u^2\cos4\phi\).

## Two numerical cases

The parameters are round model values and represent no particular material.

**Class m\(\bar3\).** Take \(K_1=40\), \(K_2=20\), \(K_2'=5\) kJ/m³ and \(K_0=0\). Along [100] all three invariants vanish. Along [110], \(s=1/4\) and \(p=d=0\), so \(E=10\) kJ/m³. Along [111], \(s=1/3\), \(p=1/27\), \(d=0\), and
\[
E_{[111]}=\frac{40}3+\frac{20}{27}=14.07\ \text{kJ/m}^3 .
\]
These three directions say nothing about \(K_2'\), because \(d=0\) on each. Along [120] the squared cosines are \((1/5,4/5,0)\), giving \(s=4/25\), \(p=0\) and \(d=12/125\); along [210] \(d\) changes sign. Hence
\[
E_{[120]}=6.40+0.48=6.88,\qquad E_{[210]}=6.40-0.48=5.92\ \text{kJ/m}^3 .
\]
The difference of 0.96 kJ/m³ is forbidden in m\(\bar3\)m, where the twofold rotation about [110] exchanges the two directions. The amplitude of \(H_4\) is \(40+20/11=41.82\) kJ/m³. A least-squares fit by a constant and \(s\) alone, with uniform weight over the sphere, would return this value for \(K_1\) instead of 40, since \(H_6\) and \(d\) are orthogonal to both fitted functions.

**Class 4/m.** Consider the azimuthal terms
\[
u^2(A\cos4\phi+B\sin4\phi)+u^3(C\cos4\phi+D\sin4\phi),
\]
with \(A,B,C,D=3,4,2,1\) kJ/m³. Put \(\phi=\phi'+\phi_0\) and \(\delta=4\phi_0\). The addition formulas give
\[
A'=A\cos\delta+B\sin\delta,\qquad B'=B\cos\delta-A\sin\delta,
\]
and the same relations for \(C',D'\). Choosing \(\tan\delta=B/A=4/3\), so that \(\cos\delta=0.6\), \(\sin\delta=0.8\) and \(\phi_0=13.28^\circ\), yields
\[
\begin{aligned}
A'&=1.8+3.2=5.0,& B'&=2.4-2.4=0,\\
C'&=1.2+0.8=2.0,& D'&=0.6-1.6=-1.0\ \text{kJ/m}^3 .
\end{aligned}
\]
The rotation removes one sine term, but the other survives. At fixed \(\theta\) the energy is extremal where \(\tan4\phi'=-u/(5+2u)\). This ratio changes from 0 near the axis to \(-1/7\) in the basal plane, so the extremal azimuths turn with the polar angle. In 4/mmm all sine terms vanish in the symmetry axes, so through order 6 the azimuthal dependence is a multiple of \(\cos4\phi\) and the extremal azimuths stay on the symmetry directions. From order 8 a \(\cos8\phi\) term is allowed. For \(a(u)\cos4\phi+b(u)\cos8\phi\) the derivative is \(-4\sin4\phi\,(a+4b\cos4\phi)\): the symmetry directions remain extremal, but when \(|a|<4|b|\) further extrema at \(\cos4\phi=-a/4b\) can move with \(\theta\).

**Remark (choice of axes).** The theorem counts coefficients in fixed axes. In \(C_n\) classes with \(n>1\) the azimuth is free and can absorb one coefficient, as above. In triclinic crystals three angles are free: diagonalizing the second-order form reduces its five constants to two, and the three angles then describe the orientation of its principal axes.

**Remark (magnetostriction).** If the lattice relaxes freely, \(E(\mathbf m)\) is the minimum over strain of an energy that is invariant when \(\mathbf m\) and the strain are transformed together. The minimum is still invariant under \(P\), so the count stands although the values of the constants change. An applied stress that breaks the symmetry lowers \(G\), and the count for the lower symmetry applies.

The numerical output lists \(n_l\) for all eleven classes through order 12. Ranks of group-averaged functions on the sphere, computed without characters, agree with every entry.

## Computed values

```
New constants at each order l (pure numbers)
class   |G_rot|    l=2   l=4   l=6   l=8  l=10  l=12  total l=2..6
-1            1      5     9    13    17    21    25      27
2/m           2      3     5     7     9    11    13      15
mmm           4      2     3     4     5     6     7       9
4/m           4      1     3     3     5     5     7       7
4/mmm         8      1     2     2     3     3     4       5
-3            3      1     3     5     5     7     9       9
-3m           6      1     2     3     3     4     5       6
6/m           6      1     1     3     3     3     5       5
6/mmm        12      1     1     2     2     2     3       4
m-3          12      0     1     2     1     2     3       3
m-3m         24      0     1     1     1     1     2       2
Sphere averages: s = 0.200000, p = 0.009524
Cubic example, class m-3
K1 = 40.0, K2 = 20.0, K2' = 5.0 kJ/m^3
E[100] = 0.0000 kJ/m^3
E[110] = 10.0000 kJ/m^3
E[111] = 14.0741 kJ/m^3
E[120] = 6.8800 kJ/m^3
E[210] = 5.9200 kJ/m^3
E[120]-E[210] = 0.9600 kJ/m^3
kappa4 (coefficient of H4) = 41.8182 kJ/m^3
kappa6 (coefficient of H6) = 20.0000 kJ/m^3
kappa6' (coefficient of d) = 5.0000 kJ/m^3
Tetragonal example, class 4/m
A = 3.0, B = 4.0, C = 2.0, D = 1.0 kJ/m^3
azimuth shift = 13.2825 degrees
rotated A = 5.0000, |B| = 0.0000 kJ/m^3
rotated C = 2.0000, D = -1.0000 kJ/m^3
```
